# Spherical pores at Poisson ratio 0.2: the differential scheme for stiffness: verification in Python

```python
"""
Result under test: a solid with Young modulus E_s and Poisson ratio 0.2 that
holds empty spherical pores of volume fraction phi has, in the differential
scheme, Poisson ratio 0.2 and Young modulus E_s*(1-phi)**2.
K, G: bulk and shear modulus; nu: Poisson ratio; p = 1-phi: solid fraction.
a_K, a_G: pore strain divided by remote strain, for hydrostatic and shear load.
The pore response is also found from a Green-function integral, which does not
use the derived formulas, and pores are then added in many small steps.
"""
from functools import lru_cache
import numpy as np
import sympy as sp
from scipy.constants import giga, nano
from scipy.integrate import solve_ivp


def moduli(young, nu):
    return young / (3 * (1 - 2 * nu)), young / (2 * (1 + nu))


def young_poisson(K, G):
    return 9 * K * G / (3 * K + G), (3 * K - 2 * G) / (2 * (3 * K + G))


# Derived formulas
def bulk_factor(nu):
    return 3 * (1 - nu) / (2 * (1 - 2 * nu))


def shear_factor(nu):
    return 15 * (1 - nu) / (7 - 5 * nu)


def poisson_flow(nu):
    return 3 * (1 - nu**2) * (5 * nu - 1) / (2 * (7 - 5 * nu))


def young_exponent(nu):
    return 3 * (1 - nu) * (9 + 5 * nu) / (2 * (7 - 5 * nu))


# Symbolic test of the displacement around a sheared pore of radius 1
def check_shear_field():
    x, y, z, nu = sp.symbols("x y z nu", real=True)
    pos = (x, y, z)
    r = sp.sqrt(x**2 + y**2 + z**2)
    ex = (y, x, sp.Integer(0))
    q = 2 * x * y
    A = sp.Integer(5) / (2 * (7 - 5 * nu))
    B = sp.Integer(3) / (2 * (7 - 5 * nu))
    F = 1 + 2 * (1 - 2 * nu) * A / r**3 + 2 * B / r**5
    H = 3 * A / r**5 - 5 * B / r**7
    u = [F * ex[i] + H * pos[i] * q for i in range(3)]
    grad = [[sp.diff(u[i], pos[j]) for j in range(3)] for i in range(3)]
    div = sum(grad[i][i] for i in range(3))
    for point in ((2, 3, 6), (1, 2, 2)):
        outside = dict(zip(pos, map(sp.Integer, point)))
        length = sp.sqrt(sum(sp.Integer(c)**2 for c in point))
        normal = [sp.Integer(c) / length for c in point]
        wall = dict(zip(pos, normal))
        for i in range(3):
            laplacian = sum(sp.diff(grad[i][j], pos[j]) for j in range(3))
            balance = sp.diff(div, pos[i]) / (1 - 2 * nu) + laplacian
            assert sp.simplify(balance.subs(outside)) == 0
            traction = 2 * nu / (1 - 2 * nu) * div * normal[i]
            traction += sum((grad[i][j] + grad[j][i]) * normal[j]
                            for j in range(3))
            assert sp.simplify(traction.subs(wall)) == 0
            gap = u[i] - shear_factor(nu) * ex[i]
            assert sp.simplify(gap.subs(wall)) == 0


check_shear_field()


# Hollow sphere of outer radius 1 and pore fraction c, sheared at its outer
# face: the elastic energy is minimized over radial trial functions
def hollow_sphere_shear(nu, c):
    a = c**(1 / 3)
    lam = 2 * nu / (1 - 2 * nu)          # first Lame constant for G = 1
    t, wt = np.polynomial.legendre.leggauss(80)
    m, wm = np.polynomial.legendre.leggauss(8)
    radius = np.exp(np.log(a) * (1 - t) / 2)
    R, M = [v.ravel() for v in np.meshgrid(radius, m, indexing="ij")]
    w = np.outer(wt * (-np.log(a) / 2) * radius**3, wm).ravel() * 2 * np.pi
    X = np.stack([R * np.sqrt(1 - M**2), 0 * R, R * M], axis=1)
    e = np.diag([-1.0, -1.0, 2.0])
    eX = X @ e
    q = np.sum(X * eX, axis=1)
    s = a / R

    def energy_rows(f, df, h, dh):
        g = f[:, None, None] * e
        g = g + (df / R)[:, None, None] * eX[:, :, None] * X[:, None, :]
        g = g + (h * q)[:, None, None] * np.eye(3)
        g = g + (2 * h)[:, None, None] * X[:, :, None] * eX[:, None, :]
        g = g + (dh * q / R)[:, None, None] * X[:, :, None] * X[:, None, :]
        strain = (g + g.transpose(0, 2, 1)) / 2
        trace = np.trace(strain, axis1=1, axis2=2)
        return np.concatenate([np.sqrt(w * lam / 2) * trace,
                               (np.sqrt(w)[:, None, None] * strain).ravel()])

    zero = np.zeros_like(R)
    start = energy_rows(zero + 1, zero, zero, zero)
    columns = []
    for k in (-2, 1, 2, 3, 4, 5, 6, 7):
        g, dg = s**k - a**k, -k * s**k / R
        columns.append(energy_rows(g, dg, zero, zero))
        columns.append(energy_rows(zero, zero, g / R**2,
                                   dg / R**2 - 2 * g / R**3))
    matrix = np.array(columns).T
    matrix = matrix / np.linalg.norm(matrix, axis=0)
    best = np.linalg.lstsq(matrix, -start, rcond=None)[0]
    full_energy = np.sum(e * e) * 4 * np.pi / 3
    return np.sum((start + matrix @ best)**2) / full_energy


# Hollow sphere under hydrostatic load; K_fill is the stiffness of the filling
def hollow_sphere_bulk(K, G, K_fill, c):
    system = np.array([[1.0, 1.0],
                       [3 * K - 3 * K_fill, -(4 * G + 3 * K_fill) / c]])
    A, B = np.linalg.solve(system, [1.0, 0.0])
    return K * A - 4 * G * B / 3


def filled_pore_loss(K, G, K_fill):
    return (K - K_fill) * (3 * K + 4 * G) / (3 * K_fill + 4 * G)


# Green-function integral for a spheroidal pore with semi-axes 1, 1, aspect
PAIRS = ((0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1))
SCALE = np.array([1, 1, 1, np.sqrt(2), np.sqrt(2), np.sqrt(2)])


def as_matrix(tensor):
    return np.array([[tensor[i, j, k, l] * SCALE[m] * SCALE[n]
                      for n, (k, l) in enumerate(PAIRS)]
                     for m, (i, j) in enumerate(PAIRS)])


@lru_cache(maxsize=None)
def direction_averages(aspect):
    m, wm = np.polynomial.legendre.leggauss(48)
    angle = 2 * np.pi * np.arange(12) / 12
    M, T = [v.ravel() for v in np.meshgrid(m, angle, indexing="ij")]
    sine = np.sqrt(1 - M**2)
    d = np.stack([sine * np.cos(T), sine * np.sin(T), M], axis=1)
    w = np.repeat(wm, 12) / 24
    w = w * aspect / (sine**2 + aspect**2 * M**2)**1.5
    assert abs(np.sum(w) - 1) < 1e-8
    second = np.einsum("n,ni,nj->ij", w, d, d)
    fourth = np.einsum("n,ni,nj,nk,nl->ijkl", w, d, d, d, d)
    one = np.eye(3)
    mixed = (np.einsum("ik,jl->ijkl", one, second)
             + np.einsum("il,jk->ijkl", one, second)
             + np.einsum("jk,il->ijkl", one, second)
             + np.einsum("jl,ik->ijkl", one, second)) / 4
    return as_matrix(mixed), as_matrix(fourth)


HYDRO = np.zeros((6, 6))
HYDRO[:3, :3] = 1 / 3


def pore_response(K, G, aspect=1.0):
    """Orientation-averaged a_K and a_G of an empty pore."""
    mixed, fourth = direction_averages(aspect)
    green = (mixed - fourth * (K + G / 3) / (K + 4 * G / 3)) / G
    stiffness = 3 * K * HYDRO + 2 * G * (np.eye(6) - HYDRO)
    strain = np.linalg.inv(np.eye(6) - green @ stiffness)
    a_K = np.sum(strain[:3, :3]) / 3
    return a_K, (np.trace(strain) - a_K) / 5


def add_pores(young, nu, porosity, aspect=1.0):
    """Add pores in small steps; extrapolate the step size to zero."""
    results = []
    for steps in (200, 400):
        K, G = moduli(young, nu)
        share = 1 - (1 - porosity)**(1 / steps)
        filled = 0.0
        for _ in range(steps):
            a_K, a_G = pore_response(K, G, aspect)
            K, G = K / (1 + share * a_K), G / (1 + share * a_G)
            filled += (1 - filled) * share
        assert abs(filled - porosity) < 1e-10
        results.append(np.array([K, G]))
    return young_poisson(*(2 * results[1] - results[0]))


# Tests of the response of one pore
shear_slopes = {}
for nu in (0.0, 0.2, 0.35):
    K, G = moduli(1.0, nu)
    a_K, a_G = pore_response(K, G)
    assert abs(a_K - bulk_factor(nu)) < 1e-8
    assert abs(a_G - shear_factor(nu)) < 1e-8
    c = 1e-4     # the slope carries an error of relative order c
    shear_slopes[nu] = (1 - hollow_sphere_shear(nu, c)) / c
    assert abs(shear_slopes[nu] / shear_factor(nu) - 1) < 2e-3
    c = 1e-6
    slope = (1 - hollow_sphere_bulk(K, G, 0.0, c) / K) / c
    assert abs(slope / bulk_factor(nu) - 1) < 1e-4
    for K_fill in (-0.1 * K, 0.2 * K):
        slope = (K - hollow_sphere_bulk(K, G, K_fill, c)) / c
        assert abs(slope / filled_pore_loss(K, G, K_fill) - 1) < 1e-4

# Tests of the final law and of the flow of Poisson's ratio
law_table = []
for phi in (0.1, 0.25, 0.5):
    E, nu = add_pores(1.0, 0.2, phi)
    assert abs(E / (1 - phi)**2 - 1) < 1e-4
    assert abs(nu - 0.2) < 1e-8
    law_table.append((phi, E, nu))

for nu_start in (0.05, 0.3, 0.4):
    E, nu = add_pores(1.0, nu_start, 0.5)
    flow = solve_ivp(lambda t, v: [poisson_flow(v[0]), young_exponent(v[0])],
                     (0, np.log(0.5)), [nu_start, 0.0], rtol=1e-10, atol=1e-12)
    assert abs(nu - flow.y[0, -1]) < 1e-4
    assert abs(E / np.exp(flow.y[1, -1]) - 1) < 3e-4
    assert abs(nu - 0.2) < abs(nu_start - 0.2)

shrink = (add_pores(1.0, 0.201, 0.25)[1] - 0.2) / 0.001
shrink_exponent = np.log(shrink) / np.log(0.75)
assert abs(shrink_exponent - 1.2) < 0.01

# Worked example: rough values in the regime of porous organosilicate films
E_s, nu_s, phi = 12.0, 0.2, 0.25         # GPa, -, -
pore_radius, thickness = 1.0, 200.0      # nm
E_floor = 5.0                            # GPa
p = 1 - phi
K_s, G_s = moduli(E_s, nu_s)
E_film = E_s * p**2
K_film, G_film = moduli(E_film, nu_s)
phi_max = 1 - np.sqrt(E_floor / E_s)
assert abs(add_pores(E_s, nu_s, phi_max)[0] / E_floor - 1) < 1e-4

# Other estimates of how pores interact
E_mean_solid = E_s * (1 - phi) / (1 + phi)
assert abs(hollow_sphere_bulk(K_s, G_s, 0.0, phi) / K_s
           - E_mean_solid / E_s) < 1e-10
K, G = K_s, G_s
for _ in range(100):
    a_K, a_G = pore_response(K, G)
    K, G = 1 / (1 / K_s + phi * a_K / K), 1 / (1 / G_s + phi * a_G / G)
E_final_medium = young_poisson(K, G)[0]
assert abs(E_final_medium / (E_s * (1 - 2 * phi)) - 1) < 1e-8

# Neglected effects
other_nu = {v: add_pores(E_s, v, phi) for v in (0.1, 0.3)}
aspect = 1 / 3
flat_K, flat_G = pore_response(K_s, G_s, aspect)
E_flat, nu_flat = add_pores(E_s, nu_s, phi, aspect)


def bulk_with_wall(surface_modulus):
    K_fill = 4 * surface_modulus / (3 * pore_radius * nano) / giga
    path = solve_ivp(
        lambda t, v: [filled_pore_loss(v[0], G_s * np.exp(2 * t), K_fill)],
        (0, np.log(p)), [K_s], rtol=1e-10, atol=1e-12)
    return K_fill, path.y[0, -1]


assert abs(bulk_with_wall(0.0)[1] / K_film - 1) < 1e-7
walls = {v: bulk_with_wall(v) for v in (-1.0, 1.0)}
face_share = 2 * (2 * pore_radius) / thickness
thermal_coefficient, temperature_rise = 1e-4, 80.0   # 1/K, K
thermal_change = thermal_coefficient * temperature_rise


def percent(value, reference):
    return 100 * (value / reference - 1)


print("CHECKS (dimensionless)")
for nu, slope in shear_slopes.items():
    print(f"nu={nu:.2f}: shear loss per pore fraction, energy {slope:.4f}, "
          f"formula {shear_factor(nu):.4f}")
for f, E, nu in law_table:
    print(f"porosity {f:.2f}: stepwise E/E_s {E:.5f}, "
          f"law {(1-f)**2:.5f}, nu {nu:.5f}")
print(f"Decay exponent of a small Poisson deviation: {shrink_exponent:.3f}")
print("EXAMPLE INPUTS (rough or assumed)")
print(f"Skeleton Young modulus: {E_s:.2f} GPa")
print(f"Skeleton Poisson ratio: {nu_s:.2f}")
print(f"Porosity: {phi:.2f}")
print(f"Pore radius: {pore_radius:.1f} nm")
print(f"Film thickness: {thickness:.0f} nm")
print(f"Chosen modulus floor: {E_floor:.2f} GPa")
print("EXAMPLE RESULTS")
print(f"Skeleton bulk modulus: {K_s:.3f} GPa")
print(f"Skeleton shear modulus: {G_s:.3f} GPa")
print(f"Film Young modulus: {E_film:.3f} GPa")
print(f"Film bulk modulus: {K_film:.3f} GPa")
print(f"Film shear modulus: {G_film:.3f} GPa")
print(f"Largest porosity at the floor: {phi_max:.4f}")
print("NEGLECTED EFFECTS (change relative to the film values above)")
for v, (E, nu) in other_nu.items():
    print(f"Skeleton nu={v:.2f}: E {E:.3f} GPa "
          f"({percent(E, E_film):+.2f} %), film nu {nu:.4f}")
print(f"Pores see mean solid stress: E {E_mean_solid:.3f} GPa "
      f"({percent(E_mean_solid, E_film):+.1f} %)")
print(f"Pores see final medium: E {E_final_medium:.3f} GPa "
      f"({percent(E_final_medium, E_film):+.1f} %)")
print(f"Flattened pores, aspect ratio {aspect:.3f}: "
      f"a_K {flat_K:.3f}, a_G {flat_G:.3f}")
print(f"Flattened pores: E {E_flat:.3f} GPa "
      f"({percent(E_flat, E_film):+.1f} %), nu {nu_flat:.4f}")
for v, (K_fill, K) in walls.items():
    print(f"Wall modulus {v:+.1f} N/m: filling {K_fill:+.3f} GPa, "
          f"film K {K:.3f} GPa ({percent(K, K_film):+.1f} %)")
print(f"Film share within one pore diameter of a face: {100*face_share:.1f} %")
print(f"Assumed thermal coefficient, size: {thermal_coefficient:.1e} 1/K")
print(f"Temperature rise: {temperature_rise:.0f} K")
print(f"Thermal change of modulus, size: {100*thermal_change:.1f} %")
print("verified")
```

Printed output:

```
CHECKS (dimensionless)
nu=0.00: shear loss per pore fraction, energy 2.1425, formula 2.1429
nu=0.20: shear loss per pore fraction, energy 1.9996, formula 2.0000
nu=0.35: shear loss per pore fraction, energy 1.8567, formula 1.8571
porosity 0.10: stepwise E/E_s 0.81000, law 0.81000, nu 0.20000
porosity 0.25: stepwise E/E_s 0.56250, law 0.56250, nu 0.20000
porosity 0.50: stepwise E/E_s 0.25000, law 0.25000, nu 0.20000
Decay exponent of a small Poisson deviation: 1.200
EXAMPLE INPUTS (rough or assumed)
Skeleton Young modulus: 12.00 GPa
Skeleton Poisson ratio: 0.20
Porosity: 0.25
Pore radius: 1.0 nm
Film thickness: 200 nm
Chosen modulus floor: 5.00 GPa
EXAMPLE RESULTS
Skeleton bulk modulus: 6.667 GPa
Skeleton shear modulus: 5.000 GPa
Film Young modulus: 6.750 GPa
Film bulk modulus: 3.750 GPa
Film shear modulus: 2.812 GPa
Largest porosity at the floor: 0.3545
NEGLECTED EFFECTS (change relative to the film values above)
Skeleton nu=0.10: E 6.792 GPa (+0.63 %), film nu 0.1282
Skeleton nu=0.30: E 6.739 GPa (-0.16 %), film nu 0.2701
Pores see mean solid stress: E 7.200 GPa (+6.7 %)
Pores see final medium: E 6.000 GPa (-11.1 %)
Flattened pores, aspect ratio 0.333: a_K 2.688, a_G 2.412
Flattened pores: E 5.902 GPa (-12.6 %), nu 0.1849
Wall modulus -1.0 N/m: filling -1.333 GPa, film K 2.530 GPa (-32.5 %)
Wall modulus +1.0 N/m: filling +1.333 GPa, film K 4.640 GPa (+23.7 %)
Film share within one pore diameter of a face: 2.0 %
Assumed thermal coefficient, size: 1.0e-04 1/K
Temperature rise: 80 K
Thermal change of modulus, size: 0.8 %
verified
```
